# Comment on phonon scattering by strain around an oversized spherical impurity

## The argument under review

The argument concerns a small germanium particle grown coherently into silicon. It runs as follows.

> The particle is too large for the space it fills, so it pushes the silicon outward. The displacement falls as $1/r^2$, and every shell of silicon moves to a larger radius. The relative increase in radius is $u/r$, so the local volume increases by $3u/r\propto 1/r^3$. Phonon frequencies depend on local volume. The particle is therefore surrounded by a long-ranged halo of softened crystal, which scatters phonons. The observed growth of a crystal containing such particles confirms that the matrix is dilated.

The displacement law is right. The questions are whether the volume change follows from it, what the growth of the crystal proves, and what remains of the scattering.

## The field outside the particle

Take an infinite, isotropic, linearly elastic matrix with bulk modulus $K$ and shear modulus $\mu$, free of load at infinity. A spherical cavity of radius $R$ is filled by a sphere of bulk modulus $K'$ whose free radius is $R(1+e_0)$. The two surfaces are bonded. All strains are kept to first order, and tension counts as positive stress.

By symmetry the displacement is radial, $\mathbf u=u(r)\hat{\mathbf r}$, so its curl vanishes. The equilibrium condition

$$
(K+\tfrac43\mu)\nabla(\nabla\cdot\mathbf u)-\mu\nabla\times(\nabla\times\mathbf u)=0
$$

then says that $\nabla\cdot\mathbf u$ is constant. Call the constant $3\alpha$. Since

$$
\nabla\cdot\mathbf u=\frac1{r^2}\frac{d(r^2u)}{dr}=3\alpha ,
$$

one integration gives $r^2u=\alpha r^3+A$, or

$$
u=\alpha r+\frac{A}{r^2}.
$$

The strain must vanish at infinity, so $\alpha=0$. The strains are

$$
e_{rr}=\frac{du}{dr}=-\frac{2A}{r^3},\qquad
e_{\theta\theta}=e_{\phi\phi}=\frac ur=\frac{A}{r^3}.
$$

Their sum, which is the first-order relative volume change, is zero at every $r>R$.

The argument took the tangential strain $u/r$ and multiplied it by three, as if the radial strain were equal to it. That would hold for $u\propto r$. Here the inner face of a shell moves outward farther than its outer face, so the shell becomes thinner. Its area grows by the relative amount $2A/r^3$ and its thickness shrinks by the same relative amount. The shell is displaced and sheared, but it keeps its volume.

## The strength of the field

Inside the sphere the displacement must be finite at the centre, so the strain is uniform. Let the final radius be $R(1+s)$. Continuity with the matrix gives $A/R^2=sR$, hence $A=sR^3$. Relative to its own free state the sphere has linear strain $s-e_0$, and its radial stress is $3K'(s-e_0)$. In the matrix the trace of the strain is zero, so the radial stress at the interface is $2\mu e_{rr}=-4\mu s$. Equal tractions require

$$
3K'(s-e_0)=-4\mu s
\quad\Longrightarrow\quad
s=\frac{3K'e_0}{3K'+4\mu}.
$$

A very stiff sphere gives $s\to e_0$, and a very soft one gives $s\to0$. The matrix bulk modulus is absent because the matrix undergoes no volume change. An undersized sphere has $e_0<0$: all strains change sign and their sum outside is still zero.

## Why the crystal still grows

The outward flux of displacement through a sphere of radius $r$ is

$$
4\pi r^2u=4\pi A,
$$

independent of $r$. This is the volume gained by the cavity: its relative gain $3s$ times $4\pi R^3/3$ equals $4\pi sR^3$. The matrix passes this volume outward without taking up any of it. Growth inside an enclosing surface is therefore no evidence for dilatation of the matrix.

A finite crystal adds a second contribution. Let the body be a sphere of radius $B\gg R$ with a free surface and the particle at its centre. The term $\alpha r$ is now allowed, and zero traction at $r=B$ reads

$$
3K\alpha-\frac{4\mu A}{B^3}=0
\quad\Longrightarrow\quad
3\alpha=\frac{4\mu A}{KB^3}.
$$

This dilatation is real, but it belongs to the free surface. In this centred geometry it is uniform, so it shifts phonon frequencies without scattering phonons inside the body. It vanishes as $B\to\infty$, yet its total does not, because the body's volume grows as $B^3$:

$$
\Delta V=4\pi B^2u(B)=4\pi(A+\alpha B^3)
=4\pi A\left(1+\frac{4\mu}{3K}\right).
$$

Here $A$ keeps its infinite-matrix value, with a relative error of order $R^3/B^3$.

## What a phonon sees

To turn the strain into scattering I use a scalar wave $\psi$ in place of the three phonon polarisations. Positions and wave vectors refer to the undeformed matrix. With stiffness $C(\delta_{ij}+m_{ij})$ and density $\rho(1+\delta)$,

$$
\partial_i[C(\delta_{ij}+m_{ij})\partial_j\psi]+\rho(1+\delta)\omega^2\psi=0 .
$$

The coupling to strain is

$$
m_{ij}=-2\left[g_v\,e_{ll}\,\delta_{ij}+g_s\left(e_{ij}-\tfrac13e_{ll}\delta_{ij}\right)\right].
$$

For uniform strain, a wave along the unit vector $\mathbf n$ has $\omega^2\propto1+n_im_{ij}n_j$ at fixed wave vector. Its relative frequency shift is half of $n_im_{ij}n_j$. Thus $g_v$ measures the lowering of frequency by volume increase, and $g_s$ the lowering by stretch along $\mathbf n$ at fixed volume.

If $g_s=0$, then $m_{ij}=0$ throughout the outer region. There is no scattering source there, whatever the strength of $g_v$. The proposed halo is absent in this model.

If $g_s\ne0$, the outer region does scatter. Put $k^2=\rho\omega^2/C$ and move the perturbations to the right:

$$
\nabla^2\psi+k^2\psi=-\partial_i(m_{ij}\partial_j\psi)-k^2\delta\,\psi\equiv-S .
$$

The outgoing solution far away is $f e^{ikr}/r$, with $f=(4\pi)^{-1}\int e^{-i\mathbf k'\cdot\mathbf r}S\,d^3r$. In the Born approximation $\psi$ in $S$ is replaced by the incident wave $e^{i\mathbf k\cdot\mathbf r}$. Integration by parts moves $\partial_i$ onto $e^{-i\mathbf k'\cdot\mathbf r}$ and produces $ik'_i$; the other derivative gives $ik_j$. The surface term vanishes because $m_{ij}$ falls as $1/r^3$. With $\mathbf q=\mathbf k'-\mathbf k$ and $m_{ij}(\mathbf q)=\int m_{ij}e^{-i\mathbf q\cdot\mathbf r}d^3r$,

$$
f=\frac1{4\pi}\left[k^2\delta(\mathbf q)-k'_i\,m_{ij}(\mathbf q)\,k_j\right].
$$

The outer strain is $e_{ij}=A(\delta_{ij}-3\hat r_i\hat r_j)/r^3$. Its transform over $r>R$ is symmetric, traceless and dependent on $\mathbf q$ alone, so it has the form $\Lambda(\hat q_i\hat q_j-\delta_{ij}/3)$. Contracting with $\hat q_i\hat q_j$ gives $2\Lambda/3$. The same contraction of the integral, with $z=\hat{\mathbf r}\cdot\hat{\mathbf q}$ and $1-3z^2=-2P_2(z)$, is

$$
-4\pi A\int_R^\infty\frac{dr}{r}\int_{-1}^{1}P_2(z)e^{-iqrz}dz
=8\pi A\int_{qR}^\infty\frac{j_2(x)}x\,dx
=8\pi A\,\frac{j_1(qR)}{qR}.
$$

The first equality uses $\int P_2e^{-ixz}dz=-2j_2(x)$, and the second uses $d(j_1/x)/dx=-j_2/x$. Hence

$$
\Lambda=4\pi AF,\qquad F=\frac{3j_1(qR)}{qR},
$$

where $F\to1$ for $qR\to0$.

For elastic scattering through an angle with cosine $c$, $\mathbf k'\cdot\mathbf k=k^2c$ and $q^2=2k^2(1-c)$. Also $\mathbf q\cdot\mathbf k'=k^2(1-c)$ and $\mathbf q\cdot\mathbf k=-k^2(1-c)$. Therefore

$$
(\hat{\mathbf q}\cdot\mathbf k')(\hat{\mathbf q}\cdot\mathbf k)-\frac{k^2c}{3}
=-k^2\left(\frac{1-c}{2}+\frac c3\right)
=-k^2\,\frac{3-c}{6}.
$$

With the factor $-2g_s$ from $m_{ij}$ and the minus sign in $f$,

$$
f_{\rm shear}=-2g_sAk^2F\,\frac{3-c}{6}.
$$

For comparison, suppose the core responded to the cavity's volume gain $3s$ with the matrix coupling $g_v$. The transform of a uniform ball is $(4\pi R^3/3)F$, so $m_{ij}(\mathbf q)=-8\pi g_vAF\delta_{ij}$ and

$$
f_{\rm core}=2g_vAk^2F\,c .
$$

This also settles a possible objection from Fourier space. The dilatation has the nonzero transform $4\pi A$ at small $q$, but that is the integral over the core and not the sign of a halo.

The cross-section is $\sigma=2\pi\int_{-1}^1|f|^2dc$. For $qR\ll1$ the integrals are

$$
\int_{-1}^1\frac{(3-c)^2}{36}dc=\frac{14}{27},\qquad
\int_{-1}^1c^2dc=\frac23,
$$

which give

$$
\sigma_{\rm shear}=\frac{112\pi}{27}g_s^2A^2k^4,\qquad
\sigma_{\rm core}=\frac{16\pi}{3}g_v^2A^2k^4 .
$$

At equal couplings their ratio is $7/9$. Pure shear outside does not mean a field invisible to every phonon.

## Numbers for germanium in silicon

The following inputs are rough model values, chosen near those of the materials and not meant as reference data. For silicon I take the cubic constants $C_{11}=166$, $C_{12}=64$ and $C_{44}=80$ GPa. Then $K=(C_{11}+2C_{12})/3=98$ GPa, and the uniform-strain average is $\mu=(C_{11}-C_{12}+3C_{44})/5=68.4$ GPa. For germanium $K'=75$ GPa, and the misfit is $e_0=4\%$. I choose $R=2$ nm, a phonon wavelength of 50 nm and $g_v=g_s=1$. The interface strain is

$$
s=\frac{3(75)(0.04)}{3(75)+4(68.4)}=0.0181,
$$

so $A=sR^3=0.144\ \mathrm{nm^3}$, computed from the unrounded $s$. In the isotropic average, the silicon at the interface is compressed radially by 3.6% and stretched by 1.8% in each tangential direction. At $r=2R$ both strains are eight times smaller. The argument's rule $3u/r$ would give a dilatation of 5.4% at the interface, where the linear isotropic result is zero.

The cavity gains $4\pi A=1.8\ \mathrm{nm^3}$. In a large free body the factor $1+4\mu/3K=1.93$ raises the growth to 3.5 nm³. Nearly half of the growth is thus due to the free surface. The germanium is compressed: to first order, its volume is $3(e_0-s)=6.6\%$ below its free value; the radii themselves give 6.2%. If its frequencies respond to this compression with a positive volume coupling, the resulting amplitude has the opposite sign to $f_{\rm core}$, which was based on the cavity's growth.

For the phonon, $k=2\pi/50=0.126\ \mathrm{nm^{-1}}$ and $kR=0.25$. Numerical integration over angle, with $F$ included, gives

$$
\sigma_{\rm shear}=6.6\times10^{-5}\ \mathrm{nm^2},\qquad
\sigma_{\rm core}=8.5\times10^{-5}\ \mathrm{nm^2}.
$$

Their ratio is 0.774, slightly below $7/9=0.778$. The reason is the finite size. To leading order $F^2=1-\tfrac25(kR)^2(1-c)$. The mean of $1-c$, weighted by $(3-c)^2$, is $17/14$; weighted by $c^2$ it is 1. Shear scattering favours large angles and loses more: with the full $F$, 3.0% against 2.5% for the core.

These strain terms must be set beside the particle's different density and stiffness. With densities of 2.3 and 5.3 g/cm³, $\delta=1.30$; the scalar stiffness contrast is taken as $K'/K-1=-0.23$. These are not small, so I expand the wave in spherical waves and match $\psi$ and the stiffness times $\partial\psi/\partial r$ at $r=R$. The cross-section is 0.040 nm², about 600 times $\sigma_{\rm shear}$.

That ratio understates the influence of the outer strain, because amplitudes add before they are squared. At long wavelength the Born density amplitude is $k^2R^3\delta/3=3.5k^2$, in nm³ times $k^2$. The angular mean of $f_{\rm shear}$ is $-g_sAk^2=-0.14k^2$. Their cross term changes the density cross-section by

$$
\frac{2(-0.14)}{3.5}\approx-8\%
$$

for $g_s=1$, and by the opposite amount for $g_s=-1$. The outer shear is a modest correction in this scalar model, but not one part in 600.

A real longitudinal phonon also scatters into transverse waves, which the scalar wave leaves out. With the isotropic sound speeds, the Born cross-section for density contrast alone is then 3.4 times the scalar one at long wavelength, and 3.3 times at the wavelength chosen here. The cross-sections above therefore compare mechanisms within the scalar model and are not predictions for silicon.

## Where the result stops holding

**Cubic anisotropy.** This is the condition that silicon breaks at first order. Let the sphere have the matrix stiffness, and let $\chi$ be 1 inside it and 0 outside. The misfit stress is $P\chi\delta_{ij}$ with $P=3Ke_0$, so equilibrium reads $C_{ijkl}\partial_j\partial_lu_k=P\partial_i\chi$. In Fourier space $\partial_j\to iqn_j$, with $\mathbf n$ a unit vector. Writing $\Gamma_{ik}=C_{ijkl}n_jn_l$,

$$
\mathbf u(\mathbf q)=-\frac{iP\chi(\mathbf q)}{q}\Gamma^{-1}\mathbf n,
\qquad
i\mathbf q\cdot\mathbf u(\mathbf q)=P\chi(\mathbf q)\,g(\mathbf n),
\quad g=\mathbf n\cdot\Gamma^{-1}\mathbf n .
$$

In an isotropic matrix $g=1/(K+4\mu/3)$ for every direction. The dilatation is then proportional to $\chi(\mathbf r)$ and stops at the interface. In a cubic matrix $g$ depends on direction and dilatation leaks out.

To return to real space, let $S(p)=\pi(R^2-p^2)$ be the area cut from the ball by a plane at distance $p<R$ from its centre. Then $\chi(q\mathbf n)=\int S(p)e^{-iqp}dp$. The inverse transform over $q$ and $\mathbf n$ gives

$$
\nabla\cdot\mathbf u=-\frac{P}{8\pi^2}\int g(\mathbf n)\,S''(\mathbf n\cdot\mathbf r)\,d\Omega .
$$

Here $S''=-2\pi$ for $|p|<R$, and the kinks at $p=\pm R$ add delta functions of weight $2\pi R$. Inside the ball the result is $P\bar g$, with $\bar g$ the mean over all directions. Outside, with $t=R/r$, it is

$$
\nabla\cdot\mathbf u=Pt\left[\langle g\rangle_{|\mathbf n\cdot\hat{\mathbf r}|<t}
-\langle g\rangle_{|\mathbf n\cdot\hat{\mathbf r}|=t}\right].
$$

Numerical angular averages for silicon give, just outside the interface, $-12\%$ of the inner dilatation along [100] and $+9\%$ along [111]. At $2R$ the values are $+2.7\%$ and $-1.8\%$, so the signs have reversed. Applied to the inner 5.4%, the largest of these is a local volume change of about 0.7%. Volume coupling therefore does act outside a particle in real silicon, but through anisotropy and with both signs.

**Finite strain.** With $a=A/r^3$, the displacement $A/r^2$ changes local volume by

$$
(1-2a)(1+a)^2-1=-3a^2-2a^3 .
$$

This is $-0.10\%$ at the interface. Nonlinear elasticity adds terms of the same order, which can cancel much of this change or add to it. The number is therefore a scale for such corrections and not a prediction of their sum.

**Shape, surfaces and other particles.** The zero outside was derived for a sphere. A non-spherical particle whose shear modulus differs from that of the matrix can dilate even an isotropic linear matrix. For a germanium spheroid half as high as it is wide, with a shear modulus taken as 55 GPa, this dilatation is of order 0.1% at the interface, with both signs. The free-surface dilatation is uniform for a central particle in a sphere, but near a flat surface it varies with position and can scatter phonons. For a central particle filling 1% of a free body, the uniform dilatation $4\mu sR^3/(KB^3)$ is 0.05%, which sets a scale for the mean effect at that concentration.

**The real material.** A coherent particle of this size is a reasonable object for continuum elasticity; a single germanium atom is not, at least in its nearest atomic shells. The pressure in the particle is $4\mu s=4.9$ GPa in the linear model. Germanium stiffens at this compression: with a pressure derivative of its bulk modulus near 4.5 and the third-order elastic constants of silicon included, $s$ rises to about 0.019, $A$ to about $0.16\ \mathrm{nm^3}$ and the pressure to about 5.2 GPa, which raises the strain cross-sections by about 20%. In the isotropic average, the peak shear stress in the silicon, half of $\sigma_{\theta\theta}-\sigma_{rr}=6\mu s$, is 3.7 GPa. With the cubic constants, the maximum shear stress at the interface is about 3.2 GPa along [100] and 4.2 GPa along [110]. Plastic relaxation would change the strain field, and the elastic results above do not cover it. Intermixing would lower the interface strain but not necessarily $A$: if the misfit is proportional to the germanium content, spreading the germanium over a larger sphere leaves $e_0R^3$ unchanged. The contrast calculation used the density of free germanium. Counting its mass per undeformed cavity volume raises that density by about $3e_0=12\%$ and the Born density cross-section by about half; the relative size of the cross term with the outer shear then falls from about 8% to between 6 and 7%. Couplings of order one are plausible for some acoustic modes of silicon, but $g_v$ differs strongly between polarisations, $g_s$ varies with both direction and polarisation, and either can be small or negative. The choice $g_v=g_s=1$ therefore sets a scale and does not describe a particular mode.

The chosen phonon is also not a typical heat carrier at room temperature. With the longitudinal speed $\sqrt{(K+4\mu/3)/\rho}=9.1$ km/s, its energy is 0.75 meV, against a thermal energy of 26 meV at 300 K. At that speed a phonon of thermal energy would have a wavelength of 1.5 nm, shorter than the particle's radius. The $k^4$ laws fail there, and a single scalar wave cannot represent three polarisations with different speeds and dispersion, so the cross-sections above cannot be turned into a room-temperature thermal conductivity.

## Assessment

The claim of a dilated halo should be withdrawn for a spherical particle in an infinite, isotropic, linear matrix. There, a calculation that couples phonons to volume change alone has no strain source outside the core. Inside the core it needs the particle's own strain and coupling, not the growth of the cavity. If the outer field is to be kept as a scatterer in such a matrix, the calculation needs a shear coupling. In silicon, cubic anisotropy also gives volume coupling a source outside the core. The amplitude from the outer field must be added to that of the density contrast before squaring.
